\section*{Inverting the Paschen relation with the two real Lambert W branches, part 1}

(Sections cited here and not found follow in the second part.)

\section{Derivation: two pressure--gap products for one voltage}

\subsection{What scaling fixes before any equation is solved}

Consider a gas at pressure $p$ between two plane electrodes a distance $d$ apart, with voltage $V$ across them. Before breakdown there is too little charge in the gap to disturb the field, so $E=V/d$ is uniform. The gas temperature is held fixed, so that $p$ measures the number density of the gas.

Stretch the gap by a factor $\lambda$, dilute the gas by the same factor, and keep the voltage:
\begin{equation}
d\to\lambda d,\qquad p\to p/\lambda,\qquad V\to V .
\end{equation}
The field becomes $E/\lambda$, and the mean free path of an electron grows by $\lambda$. The energy gained per free path is unchanged, and so is the number of free paths that fit into the gap. If electrons are created and lost in collisions with single gas atoms and at the electrodes, the stretched gap breaks down when the original one does. The breakdown condition can therefore contain $p$ and $d$ through one combination that the stretching leaves alone,
\begin{equation}
x=pd .
\end{equation}

The gas enters through the Townsend coefficient $\alpha$, the number of ionizations per unit length of drift made by one electron. The same scaling requires $\alpha/p$ to be a function of $E/p$. The model adopted here is
\begin{equation}
\alpha=A\,p\,\exp\!\left(-\frac{Bp}{E}\right),
\label{eq:alpha}
\end{equation}
with positive constants $A$ and $B$. The cathode enters through a pure number $L$, defined below. Five quantities are then related: $x$, $V$, $A$, $B$ and $L$. In units of pressure times length (for $x$) and voltage (for $V$), $A$ has the dimension $1/x$ and $B$ the dimension $V/x$. Two independent dimensions leave three dimensionless groups, which may be taken as $Bx/V$, $AV/B$ and $L$, so
\begin{equation}
\frac{Bx}{V}=\Phi\!\left(\frac{AV}{B},\,L\right).
\end{equation}
One more reduction is possible. Breakdown will turn out to require $\alpha d=L$. Since $\alpha d$ is proportional to $A$, dividing by $L$ leaves $A$ and $L$ in the single combination $A/L$. Hence
\begin{equation}
x=\frac{V}{B}\,\Phi\!\left(\frac{AV}{BL}\right).
\label{eq:form}
\end{equation}
What remains is to find the function $\Phi$ and the number of values it takes. The result is $\Phi(q)=-W(-1/q)$ with $q=AV/(BL)$, where $W$ is the Lambert function, evaluated on its two real branches.

\subsection{The breakdown condition}

Let one electron leave the cathode at $z=0$, and let $n(z)$ be the mean number of electrons that pass the plane $z$ as a result. Each makes $\alpha\,dz$ new ones in a length $dz$, so
\begin{equation}
\frac{dn}{dz}=\alpha n,\qquad n(0)=1
\quad\Longrightarrow\quad n(d)=e^{\alpha d}.
\end{equation}
Here $\alpha$ is constant because the field and the density are uniform. Each ionization adds one electron and one positive ion. The original electron came from the cathode and made no ion by its release, so the number of ions is $e^{\alpha d}-1$. All ions are taken to reach the cathode, where each releases $\gamma$ electrons on average. The secondary yield $\gamma$ is a positive constant in this model. One electron from the cathode is thus followed by
\begin{equation}
M=\gamma\left(e^{\alpha d}-1\right)
\label{eq:M}
\end{equation}
electrons in the next generation.

The total number emitted over all generations is $1+M+M^2+\dots$. For $M<1$ the sum is finite, $1/(1-M)$, and the current dies out when the external source of electrons is removed. For $M\ge 1$ the sum diverges. The boundary is $M=1$:
\begin{equation}
e^{\alpha d}-1=\frac1\gamma
\quad\Longrightarrow\quad
\alpha d=L,\qquad L=\ln\!\left(1+\frac1\gamma\right)>0 .
\label{eq:L}
\end{equation}
The number $L$ is the logarithm of the electron multiplication needed to replace one emitted electron.

With $E=V/d$, the exponent in \eqref{eq:alpha} is $-Bp/E=-Bpd/V=-Bx/V$, and $\alpha d$ has the prefactor $Apd=Ax$. The condition becomes
\begin{equation}
A x\,e^{-Bx/V}=L .
\label{eq:cond}
\end{equation}
To solve for $V$, divide by $Ax$, take the logarithm and change the sign:
\begin{equation}
\frac{Bx}{V}=\ln\frac{Ax}{L}
\quad\Longrightarrow\quad
V=\frac{Bx}{\ln(Ax/L)} .
\label{eq:paschen}
\end{equation}
This is the Paschen relation. Its left-hand version shows that a positive finite voltage requires $x>L/A$. At smaller products even an ionization coefficient at its ceiling, $\alpha=Ap$, would give $\alpha d=Ax<L$.

\subsection{Counting the solutions}

The number of solutions can be settled before any special function appears. Hold $V>0$ fixed and define
\begin{equation}
G(x)=Ax\,e^{-Bx/V},\qquad
G'(x)=A e^{-Bx/V}\left(1-\frac{Bx}{V}\right).
\end{equation}
The exponential is positive, so the sign of $G'$ is that of the bracket. $G$ rises strictly from $G(0)=0$ up to $x=V/B$, and beyond that point it falls strictly towards zero, because the exponential outweighs the linear factor. Its largest value is
\begin{equation}
G_{\max}=G\!\left(\frac VB\right)=\frac{AV}{eB}.
\label{eq:gmax}
\end{equation}
The breakdown condition asks where $G$ equals $L$. If $G_{\max}<L$, there is no solution. If $G_{\max}=L$, there is one, at the top. If $G_{\max}>L$, the rising part crosses the level $L$ once and the falling part crosses it once, which makes two solutions. The dividing case $AV/(eB)=L$ defines
\begin{equation}
V_{\min}=\frac{eBL}{A},\qquad
x_{\min}=\frac{V_{\min}}{B}=\frac{eL}{A}.
\label{eq:min}
\end{equation}
Therefore the model has no breakdown product for $0<V<V_{\min}$, one for $V=V_{\min}$, and two for every finite $V>V_{\min}$. At the minimum the reduced field is $E/p=V_{\min}/x_{\min}=B$, independent of the cathode.

The two factors of $G$ carry the physics of the two sides. At small $x$ the factor $Ax$ is small: the gap holds too few atoms for enough ionizing collisions. At large $x$ the exponential is small: the reduced field $E/p=V/x$ is low, and in this model ionization is then exponentially suppressed.

\subsection{Inversion}

To invert \eqref{eq:cond}, make the factor outside the exponential equal to the exponent. Put
\begin{equation}
u=-\frac{Bx}{V},\qquad x=-\frac{V}{B}\,u .
\label{eq:u}
\end{equation}
Then
\begin{equation}
-\frac{AV}{B}\,u\,e^{u}=L
\quad\Longrightarrow\quad
u\,e^{u}=-\frac{BL}{AV}.
\label{eq:ueu}
\end{equation}
The minus sign survives because $u$ is negative for positive $x$. From \eqref{eq:min}, $BL/A=V_{\min}/e$, so the right-hand side is
\begin{equation}
\zeta=-\frac{BL}{AV}=-\frac{V_{\min}}{eV}.
\label{eq:zeta}
\end{equation}

The Lambert function $W(\zeta)$ is defined as the solution of $We^W=\zeta$. For real $W$, the derivative of $We^W$ is $(1+W)e^W$. As $W$ increases from $-\infty$ to $-1$, the product falls from $0$ to $-1/e$. As $W$ increases from $-1$ to $0$, it rises from $-1/e$ back to $0$, and for $W>0$ it is positive. Each $\zeta$ with $-1/e<\zeta<0$ is thus reached twice:
\begin{equation}
-1<W_0(\zeta)<0,\qquad W_{-1}(\zeta)<-1 .
\label{eq:branches}
\end{equation}
These are the two real branches. They meet at $\zeta=-1/e$, where $W=-1$, and no real value exists for $\zeta<-1/e$.

For $V>V_{\min}$, the argument \eqref{eq:zeta} lies strictly between $-1/e$ and $0$. Inserting both values of $u$ into \eqref{eq:u} gives
\begin{equation}
\boxed{\;x_k=-\frac{V}{B}\,W_k\!\left(-\frac{V_{\min}}{eV}\right),
\qquad k=0,\,-1\;}
\label{eq:result}
\end{equation}
The map from $u$ to $x$ is one-to-one at fixed $V$, so no solution is lost or duplicated. The subscript of $x_{-1}$ is the branch label. Equation \eqref{eq:result} has the form \eqref{eq:form} required by scaling.

\subsection{Which branch belongs to which side}

The signs in \eqref{eq:branches} give $x_0<V/B<x_{-1}$ at once. To compare with the fixed point $x_{\min}$, a second form is useful. Solving \eqref{eq:cond} for the factor $x$ gives
\begin{equation}
x_k=\frac LA\,e^{Bx_k/V}=\frac LA\,e^{-W_k}.
\label{eq:expform}
\end{equation}
Since $-W_0<1$, the principal branch has $x_0<eL/A=x_{\min}$. Since $-W_{-1}>1$, the other branch has $x_{-1}>x_{\min}$. Thus
\begin{equation}
\frac LA<x_0<x_{\min}<x_{-1}.
\end{equation}
The principal branch is the low-product side of the Paschen curve, and $W_{-1}$ is the high-product side. Code that calls a Lambert function with its default branch, if that default is $k=0$, returns the low side.

The formula was compared with a direct search for sign changes in the logarithm of \eqref{eq:cond}, for the three sets $(A,B,\gamma)=(12,180,0.01)$, $(15,365,0.02)$ and $(3,34,0.2)$, with $A$ in $1/(\mathrm{cm\,Torr})$ and $B$ in $\mathrm{V/(cm\,Torr)}$. At $V/V_{\min}=0.5$, $0.99$ and $0.9999$ the search found no root. At $1.0001$, $1.01$, $1.2$, $3$ and $50$ it found two, equal to \eqref{eq:result} within a relative difference of $10^{-7}$.

\subsection{The interval between the products}

The two products bound a range of breakdown. Between them $G>L$, so $\alpha d>L$ and $M>1$; outside them $M<1$. If a gap of fixed width and voltage is slowly pumped down from high pressure, the model first permits breakdown when $pd$ falls to $x_{-1}$, and forbids it again below $x_0$. This concerns ignition. Once a glow burns, its space charge changes the field, and the uniform-field condition no longer describes it.

Growth is strongest at $x=V/B$, where \eqref{eq:gmax} and \eqref{eq:min} give
\begin{equation}
(\alpha d)_{\max}=\frac{AV}{eB}=L\,\frac{V}{V_{\min}} .
\label{eq:peak}
\end{equation}
This point is not $x_{\min}$ unless $V=V_{\min}$. The first maximizes growth at a given voltage; the second minimizes the voltage for breakdown.

A relation between the products follows without $W$. Write the logarithm of \eqref{eq:cond} at both roots,
\begin{equation}
\ln x_{-1}-\frac{Bx_{-1}}{V}=\ln\frac LA
=\ln x_0-\frac{Bx_0}{V},
\end{equation}
and subtract:
\begin{equation}
V=B\,\frac{x_{-1}-x_0}{\ln(x_{-1}/x_0)} .
\label{eq:logmean}
\end{equation}
The fraction is the logarithmic mean of the two products. Equation \eqref{eq:logmean} gives a partial check of a computed pair by hand; an error in $L/A$ passes unnoticed, because that ratio has cancelled. It also solves an inverse problem: two products with the same breakdown voltage determine $B$, and then $L/A=x_0e^{-Bx_0/V}$. They cannot determine $A$ and $\gamma$ separately, because \eqref{eq:cond} contains the ratio $L/A$ alone.

\subsection{When there can be more than two}

The count rests on constant $A$, $B$ and $\gamma$. Suppose instead that $\gamma$, and hence $L$, depends on the reduced field $s=E/p=V/x$. The condition $\alpha d=L$ becomes $Ax\,e^{-B/s}=L(s)$, so each $s$ yields
\begin{equation}
x(s)=\frac{L(s)}{A}e^{B/s},\qquad
V(s)=s\,x(s)=\frac{sL(s)}{A}e^{B/s}.
\end{equation}
Taking the logarithm of $V(s)$ and differentiating with respect to $\ln s$ gives
\begin{equation}
\frac{d\ln V}{d\ln s}=1-\frac Bs+\frac{d\ln L}{d\ln s}.
\end{equation}
For constant $L$ this changes sign once, at $s=B$, which reproduces the single minimum. If $\gamma$ rises steeply with $s$, then $L$ falls, and the last term can make the slope negative again at some $s>B$. The curve then has further turning points.

A made-up yield shows that this can happen:
\begin{equation}
\gamma(s)=0.001+\frac{0.3-0.001}{1+(s_m/s)^{20}},\qquad
s_m=500~\mathrm{V/(cm\,Torr)} .
\end{equation}
With $A=12\,/(\mathrm{cm\,Torr})$ and $B=180~\mathrm{V/(cm\,Torr)}$, a search at 300 V over $s$ from 50 to $10^4$ V/(cm Torr) finds four products: 0.132, 0.771, 1.143 and 2.330 Torr cm. They enclose two separate ranges of breakdown, with a range of no breakdown between the second and third. Holding $\gamma$ at 0.001, at the same voltage, leaves two products. ``Exactly two'' is therefore a property of the constant-coefficient model, and not of every gas and cathode.

\section{Use: evaluation, limits and an argon gap}

\subsection{Symbols and results carried over}

The product of pressure and gap is $x=pd$, and $V$ is the voltage. The gas constants $A$ and $B$ define $\alpha=Ap\,e^{-Bp/E}$. The cathode yield $\gamma$ enters through $L=\ln(1+1/\gamma)$, and the feedback factor is $M=\gamma(e^{\alpha d}-1)$. Breakdown requires $Ax\,e^{-Bx/V}=L$. The minimum lies at $V_{\min}=eBL/A$ and $x_{\min}=eL/A$. For $V>V_{\min}$ the two products are
\begin{equation}
x_k=-\frac VB\,W_k\!\left(-\frac{V_{\min}}{eV}\right),
\end{equation}
with $k=0$ on the low side and $k=-1$ on the high side. It is convenient below to use the positive number $w=Bx/V=-W_k$, which is less than 1 on the low side and greater than 1 on the high side.

For constant $A$, $B$ and $\gamma$, the model has no breakdown product below $V_{\min}$, one at $V_{\min}$ and two above it, given by the two real branches of the Lambert function. What remains is to compute them without a Lambert routine, examine their limits and sensitivity, and apply them to an argon gap, with estimates of the effects left out.
